**Threshold for electron emission by Auger neutralization**

The program examines the condition $I'>2\phi$, where $I'$ is the recombination energy of an ion near a metal and $\phi$ is the work function. It asserts that the image shift agrees with the work done by the induced surface charge, and that a time-dependent two-electron model emits at $I'=13$ eV, but with less than one percent of that probability at 8 eV, for $2\phi=9$ eV. This holds both for direct neutralization and for the route through an excited atom. It also asserts the cubic growth of the model yield near threshold and compares the full argon yield with random sampling of the Fermi sphere: 0.02014 against 0.02016 electrons per ion. Further assertions cover the binary-collision energy transfer, the endpoint for a moving ion, and boron's ionization energy against a valence full-CI calculation in a smaller basis. With an image shift of 1.20 eV, the output gives local excess energies of 14.33 eV for helium, 5.30 eV for argon, 0.22 eV for phosphorus and −2.03 eV for boron. The yields belong to a free-electron model with constant matrix elements and isotropic directions, and are not measured values.

## Numerical verification

```python
"""
Result under test: an ion at rest before a cold metal can emit an electron by
neutralization only if its local recombination energy exceeds 2*phi.
phi: work function; fermi: Fermi energy; barrier = phi + fermi.
release: local recombination energy, equal to the free ionization energy minus
the image shift; excess = release - 2*phi. Energies in eV, lengths in nm.
The yield model uses a free-electron sea, constant matrix elements and
isotropic directions inside the metal. Kinetic emission is treated separately.
"""
import os
for setting in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[setting] = "1"
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, scf, cc, mcscf
from pyscf.data import elements

phi, fermi, distance = 4.5, 7.0, 0.3
barrier = phi + fermi
charge, mass_e = const.e, const.m_e
coulomb = charge / (4 * np.pi * const.epsilon_0) * 1e9

# --- Image shift, from the induced surface charge ---
def surface_potential(depth, height):
    """Potential on the axis inside the metal from the induced charge."""
    def ring(t):
        r = height * t
        density = -height / (2*np.pi*(height**2 + r**2)**1.5)
        return density * 2*np.pi*r*height / np.hypot(r, depth)
    return quad(ring, 0, np.inf)[0]

for depth in (0.1, 0.4, 1.0):
    total = surface_potential(depth, distance) + 1/(distance + depth)
    assert abs(total) < 1e-6

def image_force(height):
    def ring(t):
        r = height * t
        density = height / (2*np.pi*(height**2 + r**2)**1.5)
        axial = height / (height**2 + r**2)**1.5
        return density * 2*np.pi*r*height * axial
    return coulomb * quad(ring, 0, np.inf)[0]

image_shift = coulomb / (4*distance)
image_work = quad(image_force, distance, np.inf)[0]
assert abs(image_work/image_shift - 1) < 1e-6

# --- Ionization energies of free atoms ---
def make_atom(symbol, ion_charge, spin, basis):
    return gto.M(atom=f"{symbol} 0 0 0", charge=ion_charge, spin=spin,
                 basis=basis, verbose=0)

def atom_energy(symbol, ion_charge, spin, basis, core):
    mol = make_atom(symbol, ion_charge, spin, basis)
    field = scf.UHF(mol)
    field.max_cycle = 100
    field.kernel()
    if not field.converged:
        field = field.newton()
        field.kernel()
    assert field.converged
    if mol.nelectron == 1:
        return field.e_tot
    cluster = cc.UCCSD(field, frozen=core)
    cluster.max_cycle = 150
    cluster.conv_tol = 1e-6
    cluster.conv_tol_normt = 1e-4
    cluster.kernel()
    assert cluster.converged
    return cluster.e_tot

hartree = const.physical_constants["Hartree energy in eV"][0]
# symbol: spin of atom, spin of ion, number of frozen core orbitals
atoms = {"He": (0, 1, 0), "Ar": (0, 1, 5), "P": (3, 2, 5), "B": (1, 0, 1)}
ionization, small_basis, basis_change = {}, {}, {}
for name, (spin_atom, spin_ion, core) in atoms.items():
    values = []
    for basis in ("cc-pvdz", "cc-pvtz"):
        neutral = atom_energy(name, 0, spin_atom, basis, core)
        ion = atom_energy(name, 1, spin_ion, basis, core)
        values.append((ion - neutral)*hartree)
    small_basis[name], ionization[name] = values
    basis_change[name] = values[1] - values[0]
    assert abs(basis_change[name]) < 0.8

def boron_full_ci(ion_charge, spin, active):
    mol = make_atom("B", ion_charge, spin, "cc-pvdz")
    field = scf.ROHF(mol).run()
    assert field.converged
    return mcscf.CASCI(field, mol.nao - 1, active).kernel()[0]

boron_ci = hartree*(boron_full_ci(1, 0, (1, 1)) - boron_full_ci(0, 1, (2, 1)))
assert abs(boron_ci - small_basis["B"]) < 0.1

# --- Time-dependent neutralization, direct and through an excited level ---
def emission_spectrum(release, excited_binding, direct, capture, deexcite):
    """Two opposite-spin electrons; couplings rise and fall smoothly.
    The top 3.5 eV of the band is kept. Time is in hbar/eV.
    Energy conservation is not imposed."""
    step, tau, dt = 0.25, 3.0, 0.04
    depth = phi + step*(np.arange(14) + 0.5)
    free = -phi + step*(np.arange(50) + 0.5)
    n, m = len(depth), len(free)
    final = (depth[:, None, None] + depth[None, :, None]
             + free[None, None, :] - release).reshape(n, n*m)
    middle = depth - excited_binding
    state = np.zeros(1 + n + n*n*m, complex)
    state[0] = 1

    def rate(time, y):
        pulse = np.exp(-time**2/(2*tau**2))
        a1, a2 = y[1:n+1], y[n+1:].reshape(n, n*m)
        sums = a2.sum(axis=1)
        out = np.empty_like(y)
        out[0] = pulse*(capture*a1.sum() + direct*sums.sum())
        out[1:n+1] = middle*a1 + pulse*(capture*y[0] + deexcite*sums)
        source = pulse*(direct*y[0] + deexcite*a1)
        out[n+1:] = (final*a2 + source[:, None]).ravel()
        out *= -1j
        return out

    for time in np.arange(-4*tau, 4*tau - dt/2, dt):
        k1 = rate(time, state)
        k2 = rate(time + dt/2, state + dt*k1/2)
        k3 = rate(time + dt/2, state + dt*k2/2)
        k4 = rate(time + dt, state + dt*k3)
        state = state + dt*(k1 + 2*k2 + 2*k3 + k4)/6
    assert abs(np.vdot(state, state).real - 1) < 2e-3
    population = (abs(state[n+1:].reshape(n, n, m))**2).sum(axis=(0, 1))
    return free, population

high_release, low_release = 13.0, 8.0
open_binding, blocked_binding = 5.5, 1.5
energy, direct_high = emission_spectrum(high_release, 0, 1e-3, 0, 0)
_, direct_low = emission_spectrum(low_release, 0, 1e-3, 0, 0)
_, two_high = emission_spectrum(high_release, open_binding, 0, 0.04, 0.006)
_, two_low = emission_spectrum(low_release, blocked_binding, 0, 0.04, 0.006)
vacuum = energy > 0
p_direct_high, p_direct_low, p_two_high, p_two_low = [
    spectrum[vacuum].sum()
    for spectrum in (direct_high, direct_low, two_high, two_low)]
assert p_direct_high > 1e-3 and p_two_high > 1e-4
assert p_direct_low < 0.01*p_direct_high
assert p_two_low < 0.01*p_two_high
direct_end = high_release - 2*phi
two_end = high_release - open_binding - phi
assert direct_high[energy > direct_end + 1].sum() < 0.01*p_direct_high
assert two_high[energy > two_end + 1].sum() < 0.01*p_two_high

# --- Yield of the free-electron model ---
nodes, weights = np.polynomial.legendre.leggauss(160)

def pair_density(total_depth):
    low = max(0, total_depth - fermi)
    high = min(total_depth, fermi)
    x = (high + low)/2 + (high - low)*nodes/2
    product = (fermi - x)*(fermi - total_depth + x)
    return (high - low)/2*np.sum(weights*np.sqrt(np.maximum(product, 0)))

def pair_integral(excess, escaping):
    upper = min(excess if escaping else excess + phi, 2*fermi)
    if upper <= 0:
        return 0.0
    depths = upper*(nodes + 1)/2
    inner = excess - depths + barrier
    values = np.array([pair_density(d) for d in depths])*np.sqrt(inner)
    if escaping:
        values *= (1 - np.sqrt(barrier/inner))/2
    return upper/2*np.sum(weights*values)

def model_yield(excess):
    return pair_integral(excess, True)/pair_integral(excess, False)

normalization = pair_integral(0, False)
cubic = fermi/(24*np.sqrt(barrier)*normalization)
small_excess = 0.01
threshold_ratio = model_yield(small_excess)/(cubic*small_excess**3)
assert abs(threshold_ratio - 1) < 0.02

excess = {name: value - image_shift - 2*phi
          for name, value in ionization.items()}
yields = {name: model_yield(value) for name, value in excess.items()}
assert excess["He"] > 2 and excess["Ar"] > 2
assert ionization["B"] < 2*phi

# Uniform points in the Fermi sphere; levels are counted from the band bottom.
rng = np.random.default_rng(12)
points = rng.uniform(-1, 1, (3_000_000, 3))
radius2 = np.einsum("ij,ij->i", points, points)
levels = fermi*radius2[radius2 < 1]
count = len(levels)//2
first_depth = fermi - levels[:count]
second_depth = fermi - levels[count:2*count]
outside = excess["Ar"] - first_depth - second_depth
allowed = outside > -phi
inner_energy = outside[allowed] + barrier
cosine = rng.uniform(-1, 1, len(inner_energy))
escaped = (cosine > 0) & (inner_energy*cosine**2 > barrier)
sample_weight = np.sqrt(inner_energy)
sampled_yield = sample_weight[escaped].sum()/sample_weight.sum()
assert abs(sampled_yield/yields["Ar"] - 1) < 0.05

# --- Kinetic threshold and correction for a moving ion ---
v_fermi = np.sqrt(2*fermi*charge/mass_e)
v_threshold = v_fermi/2*(np.sqrt(1 + phi/fermi) - 1)
mass_ar = elements.MASSES[18]*const.atomic_mass
kinetic_threshold = mass_ar*v_threshold**2/(2*charge)

def largest_transfer(speed):
    """Scan electron directions and elastic scattering directions."""
    angles = np.linspace(0, np.pi, 181)
    electron = v_fermi*np.column_stack((np.cos(angles), np.sin(angles)))
    projectile = np.array([speed, 0.0])
    center = (mass_ar*projectile + mass_e*electron)/(mass_ar + mass_e)
    relative = np.linalg.norm(electron - projectile, axis=1)
    relative *= mass_ar/(mass_ar + mass_e)
    turns = np.linspace(0, 2*np.pi, 361)
    directions = np.column_stack((np.cos(turns), np.sin(turns)))
    final = center[:, None, :] + relative[:, None, None]*directions
    return mass_e*np.max(np.sum(final**2, axis=2))/(2*charge) - fermi

assert abs(largest_transfer(v_threshold)/phi - 1) < 1e-3
ion_energy = 100.0
v_ion = np.sqrt(2*ion_energy*charge/mass_ar)
transfer = 2*mass_e*v_ion*(v_ion + v_fermi)/charge
# The formula neglects recoil, of order 4*fermi*mass_e/mass_ar (below 1 meV).
assert abs(largest_transfer(v_ion) - transfer) < 1e-3
assert transfer < phi

release_ar = ionization["Ar"] - image_shift
w = np.sqrt(2*charge*(release_ar - barrier)/mass_e
            + 2*(v_fermi + v_ion)**2)
moving_end = mass_e*(w + v_ion)**2/(2*charge) - barrier

def energy_balance(final_speed):
    """Momentum and energy conservation with recoil of the atom."""
    momentum_change = -2*mass_e*v_fermi - mass_e*final_speed
    mass_atom = mass_ar + mass_e
    atom_speed = (mass_ar*v_ion + momentum_change)/mass_atom
    before = mass_ar*v_ion**2/2 + mass_e*v_fermi**2
    after = mass_atom*atom_speed**2/2 + mass_e*final_speed**2/2
    return (before - after)/charge + release_ar - barrier

speed = brentq(energy_balance, 0.5*v_fermi, 5*v_fermi)
recoil_end = mass_e*speed**2/(2*charge) - barrier
assert abs(recoil_end - moving_end) < 0.01
motion_shift = moving_end - excess["Ar"]

# --- Sizes of neglected effects and the charge reading ---
decay_length = 0.1
time_width = const.hbar*v_ion/(decay_length*1e-9)/charge
temperature = 300.0
thermal = const.k*temperature/charge
log_boron = excess["B"]/thermal/np.log(10)
near, far = 0.2, 0.4
phi_change = 0.3
yield_near = model_yield(ionization["Ar"] - coulomb/(4*near) - 2*phi)
yield_far = model_yield(ionization["Ar"] - coulomb/(4*far) - 2*phi)
fluence = 1e15
true_charge = fluence*charge*1e6
read_charge = true_charge*(1 + yields["Ar"])

print(f"work function: {phi:.2f} eV; Fermi energy: {fermi:.2f} eV")
print(f"inner potential: {barrier:.2f} eV")
print(f"minimum local recombination energy: {2*phi:.2f} eV")
print(f"minimum, converted: {2*phi*charge:.3e} J")
print(f"ion distance: {distance:.2f} nm; image shift: {image_shift:.3f} eV")
print("UCCSD/cc-pVTZ ionization energies and model yields:")
for name in atoms:
    print(f"{name}: free I = {ionization[name]:.2f} eV; "
          f"DZ to TZ change = {basis_change[name]:.2f} eV")
    print(f"{name}: I - 2 phi = {ionization[name]-2*phi:.2f} eV; "
          f"local I' = {ionization[name]-image_shift:.2f} eV")
    print(f"{name}: local excess = {excess[name]:.2f} eV; "
          f"yield = {yields[name]:.5f} electrons/ion")
print(f"B in cc-pVDZ: UCCSD {small_basis['B']:.3f} eV; "
      f"valence full CI {boron_ci:.3f} eV")
print(f"time model, releases: {high_release:.1f} and {low_release:.1f} eV")
print(f"direct emission, high: {p_direct_high:.3e} (probability)")
print(f"direct emission, low: {p_direct_low:.3e} (probability)")
print(f"excited bindings: {open_binding:.1f}, {blocked_binding:.1f} eV")
print(f"two-step emission, high: {p_two_high:.3e} (probability)")
print(f"two-step emission, low: {p_two_low:.3e} (probability)")
print(f"cubic yield coefficient: {cubic:.3e} eV^-3")
print(f"yield/cubic law at {small_excess:.2f} eV: {threshold_ratio:.4f}")
print(f"Ar yield by random sampling: {sampled_yield:.5f} electrons/ion")
print(f"Fermi speed: {v_fermi:.3e} m/s")
print(f"binary kinetic threshold speed: {v_threshold:.3e} m/s")
print(f"binary kinetic threshold for Ar: {kinetic_threshold/1000:.2f} keV")
print(f"Ar ion energy: {ion_energy:.0f} eV; speed: {v_ion:.3e} m/s")
print(f"largest binary energy transfer: {transfer:.3f} eV")
print(f"moving-ion endpoint shift: {motion_shift:.3f} eV")
print(f"width for {decay_length:.1f} nm decay: {time_width:.3f} eV")
print(f"kT at {temperature:.0f} K: {thermal:.4f} eV")
print(f"B thermal factor, log10: {log_boron:.1f}")
print(f"image shift at {near:.1f} nm: {coulomb/(4*near):.2f} eV")
print(f"image shift at {far:.1f} nm: {coulomb/(4*far):.2f} eV")
print(f"Ar yield at {near:.1f} nm: {yield_near:.5f} electrons/ion")
print(f"Ar yield at {far:.1f} nm: {yield_far:.5f} electrons/ion")
print(f"threshold change for {phi_change:.1f} eV in phi: "
      f"{2*phi_change:.1f} eV")
print(f"true fluence: {fluence:.1e} ions/cm2")
print(f"true ion charge: {true_charge:.2f} uC/cm2")
print(f"unsuppressed charge reading: {read_charge:.2f} uC/cm2")
print(f"relative reading error: {100*yields['Ar']:.2f} percent")
print("checks complete")
```

Output:

```
work function: 4.50 eV; Fermi energy: 7.00 eV
inner potential: 11.50 eV
minimum local recombination energy: 9.00 eV
minimum, converted: 1.442e-18 J
ion distance: 0.30 nm; image shift: 1.200 eV
UCCSD/cc-pVTZ ionization energies and model yields:
He: free I = 24.53 eV; DZ to TZ change = 0.20 eV
He: I - 2 phi = 15.53 eV; local I' = 23.33 eV
He: local excess = 14.33 eV; yield = 0.12218 electrons/ion
Ar: free I = 15.50 eV; DZ to TZ change = 0.21 eV
Ar: I - 2 phi = 6.50 eV; local I' = 14.30 eV
Ar: local excess = 5.30 eV; yield = 0.02014 electrons/ion
P: free I = 10.42 eV; DZ to TZ change = 0.18 eV
P: I - 2 phi = 1.42 eV; local I' = 9.22 eV
P: local excess = 0.22 eV; yield = 0.00001 electrons/ion
B: free I = 8.17 eV; DZ to TZ change = 0.13 eV
B: I - 2 phi = -0.83 eV; local I' = 6.97 eV
B: local excess = -2.03 eV; yield = 0.00000 electrons/ion
B in cc-pVDZ: UCCSD 8.041 eV; valence full CI 8.073 eV
time model, releases: 13.0 and 8.0 eV
direct emission, high: 1.632e-02 (probability)
direct emission, low: 3.126e-11 (probability)
excited bindings: 5.5, 1.5 eV
two-step emission, high: 5.210e-03 (probability)
two-step emission, low: 5.933e-11 (probability)
cubic yield coefficient: 5.354e-04 eV^-3
yield/cubic law at 0.01 eV: 0.9956
Ar yield by random sampling: 0.02016 electrons/ion
Fermi speed: 1.569e+06 m/s
binary kinetic threshold speed: 2.211e+05 m/s
binary kinetic threshold for Ar: 10.12 keV
Ar ion energy: 100 eV; speed: 2.198e+04 m/s
largest binary energy transfer: 0.398 eV
moving-ion endpoint shift: 0.704 eV
width for 0.1 nm decay: 0.145 eV
kT at 300 K: 0.0259 eV
B thermal factor, log10: -34.1
image shift at 0.2 nm: 1.80 eV
image shift at 0.4 nm: 0.90 eV
Ar yield at 0.2 nm: 0.01536 electrons/ion
Ar yield at 0.4 nm: 0.02278 electrons/ion
threshold change for 0.3 eV in phi: 0.6 eV
true fluence: 1.0e+15 ions/cm2
true ion charge: 160.22 uC/cm2
unsuppressed charge reading: 163.44 uC/cm2
relative reading error: 2.01 percent
checks complete
```
